# How Long Does Electronic Friction Take to Halve a Proton's Energy?

## Problem

A slow ion moving through a solid excites electrons and loses energy to them. At low speed in a metal, and approximately in a semiconductor if the ion is fast enough that the band gap blocks few of the excitations, the mean effect can be described by a drag force $-\eta\mathbf v$, where $\eta$ is the friction coefficient. Take a proton with $\eta=0.3$ atomic units and neglect every other force.

(a) How long does the proton take to lose half its kinetic energy? Does the answer depend on its initial energy?

(b) How far does a proton of initial energy $E_0=1000$ eV travel in this time?

(c) Suppose that the solid is silicon. Which neglected effects matter, and by how much do they change the time?

The motion is classical and non-relativistic, and $\eta$ depends on neither speed nor position. The algebra is in atomic units, in which the electron mass, $\hbar$, the elementary charge and $4\pi\varepsilon_0$ equal 1. The proton mass $m$ is then $1836.15$.

## Hints

1. The power delivered by a force is $\mathbf F\cdot\mathbf v$. Express the power of the drag through the kinetic energy.
2. A quantity whose rate of loss is proportional to itself decays exponentially.
3. For the distance, use $dv/dt=v\,dv/dx$ to remove the time.
4. For part (c), compare each neglected force or energy with its counterpart in the model.

## Solution

### (a) The time

The force opposes the velocity, so the motion stays on a straight line. With $v$ the speed along it, Newton's law is

$$m\frac{dv}{dt}=-\eta v .$$

The kinetic energy is $E=\tfrac12mv^2$. Differentiating and inserting Newton's law gives

$$\frac{dE}{dt}=mv\frac{dv}{dt}=-\eta v^2 .$$

Since $v^2=2E/m$,

$$\frac{dE}{dt}=-\frac{2\eta}{m}E .$$

The energy therefore decays at twice the rate $\eta/m$ of the speed, because it is quadratic in the speed. Separate the variables and integrate from $E_0$ at time zero to $E$ at time $t$:

$$\int_{E_0}^{E}\frac{dE'}{E'}=-\frac{2\eta}{m}\int_0^t dt',\qquad \ln\frac{E}{E_0}=-\frac{2\eta t}{m},\qquad E(t)=E_0e^{-2\eta t/m}.$$

Half the energy remains when $e^{-2\eta t/m}=\tfrac12$. Taking logarithms gives $2\eta t/m=\ln2$, so

$$t_{1/2}=\frac{m\ln2}{2\eta}.$$

The initial energy has cancelled. A faster proton has more energy to lose, but it loses energy faster in the same proportion. This holds as long as $\eta$ has the same constant value at all speeds the two protons pass through.

The unit of $\eta$ is a force divided by a speed. In atomic units this is one electron mass per atomic unit of time, so $m/\eta$ is a time in atomic units:

$$t_{1/2}=\frac{1836.15\times0.6931}{2\times0.3}=2121\ \text{atomic units}.$$

One atomic unit of time is $0.024189$ fs, and hence

$$t_{1/2}=2121\times0.024189\ \text{fs}=51.3\ \text{fs}.$$

The time is inversely proportional to $\eta$. With $\eta=0.2$ it would be $51.3\times0.3/0.2=77$ fs.

### (b) The distance

By the chain rule, $dv/dt=(dv/dx)(dx/dt)=v\,dv/dx$. Newton's law becomes

$$mv\frac{dv}{dx}=-\eta v .$$

While the proton moves, $v\neq0$ can be divided out. Then $dv/dx=-\eta/m$, and

$$v(x)=v_0-\frac{\eta x}{m}.$$

The speed falls linearly with distance. At half the energy $v=v_0/\sqrt2$, so the path covered is

$$x_{1/2}=\frac{mv_0}{\eta}\left(1-\frac1{\sqrt2}\right).$$

Unlike the time, this path is proportional to the initial speed.

At 1000 eV the speed $v_0=\sqrt{2E_0/m}$ is $0.2001$ atomic units, or $0.4377$ nm/fs. From part (a), $m/\eta=2t_{1/2}/\ln2=148.0$ fs. Thus

$$\frac{mv_0}{\eta}=0.4377\times148.0\ \text{nm}=64.8\ \text{nm},\qquad x_{1/2}=64.8\times0.2929\ \text{nm}=19.0\ \text{nm}.$$

The length 64.8 nm is the total path under friction alone. The model approaches it as $t\to\infty$, since the speed decays exponentially without reaching zero.

The forces show where the energy goes. In practical units $\eta=70.52$ eV fs/nm², so the initial drag is $70.52\times0.4377=30.9$ eV/nm. At half energy it is smaller by $\sqrt2$, or 21.8 eV/nm. Because the drag falls linearly with distance, its mean over the path is $(30.9+21.8)/2=26.35$ eV/nm. Multiplied by 19.0 nm, this gives the 500 eV that was lost, within rounding.

### (c) The model beside real silicon

Energies near 1 keV belong to shallow hydrogen implantation. The value $\eta=0.3$ is a round parameter of the right order of magnitude for silicon's valence electrons; it has not been calculated for the crystal. Simple estimates lie lower: linear response of a free gas at the valence density gives 0.16, the Lindhard–Scharff formula 0.15, and scattering by a screened potential obeying the Friedel sum rule 0.20.

**Collisions with nuclei.** Let a silicon nucleus have mass $M$, and let the proton approach it with impact parameter $p$. In the centre-of-mass frame the relative velocity turns through an angle $\theta$ without changing its magnitude. The momentum transferred is $q=2\mu v\sin(\theta/2)$, with $\mu=mM/(m+M)$. The nucleus, initially at rest, gains

$$T=\frac{q^2}{2M}=\frac{2\mu^2v^2}{M}\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2,\qquad \gamma=\frac{4mM}{(m+M)^2}\approx0.134 .$$

The angle follows from conservation of energy and angular momentum along the orbit:

$$\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}},\qquad E_c=\frac{M}{m+M}E ,$$

where $r_0$ is the distance of closest approach, at which the square root vanishes. For $V$ I take the universal screened potential of Ziegler, Biersack and Littmark, $V=(14/r)\,\phi(r/a)$, with $a=0.88534/(1+14^{0.23})$ bohr and

$$\phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.028171e^{-0.20162x}.$$

If the impact parameters are random, the mean energy loss per unit path is

$$F_n=N\int T\,2\pi p\,dp ,$$

where $N$ is the number of silicon atoms per volume. There are eight atoms in a cube of side 0.543 nm, a rough value of the lattice constant. Numerical quadrature up to $p=25a$ gives $F_n=2.36$ eV/nm at 1000 eV and 2.53 eV/nm at 500 eV. These are 7.6% and 11.6% of the electronic drag at the same energies. The values hardly depend on the upper limit, but they do depend on the screening function: Molière and Kr–C potentials give 2.4 to 2.8 eV/nm at 1000 eV and 2.7 to 3.1 eV/nm at 500 eV.

With both losses $dE/dx=-(\eta v+F_n)$. Since $dx=v\,dt$, the time is

$$t=\int_{E_0/2}^{E_0}\frac{dE}{v(\eta v+F_n)} .$$

Numerical integration gives 46.8 fs, about 9% less than friction alone. The other screening functions give 46.0 to 46.6 fs. With $\eta=0.2$ the reduction would be about 12%.

**Deflection.** The same collisions turn the proton. Averaged over the azimuth, a collision multiplies the mean cosine of its direction by $\cos\theta$, if the small difference between centre-of-mass and laboratory angles is ignored for this light projectile. The memory of the initial direction therefore fades over a length $\lambda$ given by

$$\frac1\lambda=N\int(1-\cos\theta)\,2\pi p\,dp=\frac{2F_n}{\gamma E},$$

because $1-\cos\theta=2\sin^2(\theta/2)=2T/(\gamma E)$. This length is 28 nm at 1000 eV and 13 nm at 500 eV (30 and 14 nm if laboratory angles are used), comparable with the 19 nm path. The path length must not be read as an implantation depth. Turning by itself does not alter the energy-loss law, which contains $v^2$ but not the direction.

**Speed dependence.** A smooth drag that reverses with the velocity has the expansion $\eta v+cv^3+\dots$, so the first relative correction is of order $v^2$. The natural scale is the electrons' Fermi speed $v_F$. Four valence electrons per atom, treated as a free gas of density $n$, give $v_F=(3\pi^2n)^{1/3}=0.957$ atomic units. At 1000 eV, $(v/v_F)^2=0.044$. The coefficient of the correction is not known here for silicon. In the linear response of a free electron gas the correction is positive and not a pure $v^2$ term: its ratio to $(v/v_F)^2$ drifts slowly with speed, from about 0.36 at 500 eV to 0.30 at 1000 eV, and the time becomes 50.8 fs. Trying $\eta[1\pm(v/v_F)^2]$ in the time integral, without nuclear losses, gives 49.7 fs for the plus sign and 53.0 fs for the minus sign. This is a size estimate, not an error bound.

**Band gap.** Electrons in silicon must gain at least the gap, roughly 1.1 eV. Consider an electron that meets the proton head-on at speed $v_F$. Seen from the much heavier proton, its speed $v+v_F$ is reversed, so it leaves at $2v+v_F$ in the laboratory. It gains

$$\tfrac12\left[(2v+v_F)^2-v_F^2\right]=2v(v+v_F),$$

which is 8.5 eV for a 500 eV proton. This is the largest possible gain. It shows that the gap does not stop the excitations, but much of the drag comes from smaller transfers, which the gap does reduce. In the linear response of an electron gas at the valence density, discarding excitations below 1.1 eV lowers the drag by 1% at 1000 eV and 3% at 500 eV and lengthens the time by 2%. Shifting the whole excitation spectrum by the gap (the Levine–Louie model) lowers it by 5% and 10% and lengthens the time by 8%. The 1.1 eV gap is the smallest one; an effective gap of 2 eV would give 9% and 28% in the two models. These figures take 0.3 as the gapless coefficient and are model estimates, not values for the crystal. The gap makes the drag fall faster than $v$ as the proton slows, so a constant $\eta$ becomes more doubtful at lower speed.

**Temperature and relativity.** The thermal energy $\tfrac32k_BT$ at 300 K is 0.039 eV, negligible beside 500 eV. Pure drag must fail near thermal energies, since it would cool the proton towards rest instead of bringing it to equilibrium. The ratio of 1000 eV to the proton's rest energy is about $10^{-6}$, so Newtonian mechanics suffices.

Of the effects sized here, nuclear collisions shorten the time by about 9%, while the gap lengthens it by an amount that depends on the model and may be as large or larger. The uncertainty in $\eta$ can matter more: the change from 0.3 to 0.2 lengthens the friction-only time by half. Two further effects have not been calculated. In a real crystal $\eta$ varies with position, and the crystal potential, with the atoms held fixed, exchanges kinetic and potential energy reversibly along the path. The energy lost to the recoil of the atoms is the nuclear loss treated above. The result is also a mean: individual protons lose different amounts in the same time. About half of the nuclear loss comes from collisions transferring more than 20 eV, which occur about once for every two protons along this path, so the spread of the nuclear loss (about 36 eV) is nearly as large as its mean (about 42 eV).

## Variation 1: halving the speed

*How long does the proton take to lose half its speed under friction alone?*

Integrating $dv/v=-(\eta/m)dt$ gives $v=v_0e^{-\eta t/m}$. Setting $v=v_0/2$ yields

$$t=\frac{m\ln2}{\eta}=2t_{1/2}=102.6\ \text{fs}.$$

A quarter of the energy then remains, as expected after two successive halvings.

One can also ask what happens if the initial rate of energy loss is held fixed. That rate is $2\eta E_0/m$, so losing $E_0/2$ would take

$$\frac{E_0/2}{2\eta E_0/m}=\frac{m}{4\eta}=37.0\ \text{fs}.$$

This is shorter than 51.3 fs because the actual power falls as the proton slows.

## Variation 2: a constant extra force

*Add a constant retarding force $F_n=2.45$ eV/nm, midway between the two nuclear values above. How long does a 1000 eV proton now take to lose half its energy?*

Newton's law is $m\,dv/dt=-(\eta v+F_n)$. Separation gives

$$t=m\int_{v_0/\sqrt2}^{v_0}\frac{dv}{\eta v+F_n}=\frac m\eta\ln\frac{\eta v_0+F_n}{\eta v_0/\sqrt2+F_n}.$$

Divide numerator and denominator by $\eta v_0$ and define $r=F_n/(\eta v_0)=2.45/30.9=0.0793$. Then

$$t=\frac m\eta\ln\frac{1+r}{1/\sqrt2+r}=148.0\ \text{fs}\times\ln\frac{1.0793}{0.7864}=46.9\ \text{fs}.$$

This is close to the 46.8 fs found with the energy-dependent nuclear loss, which changes little over this range. For $r\to0$ the logarithm becomes $\ln\sqrt2=\tfrac12\ln2$, and the friction-only result returns. For $r>0$ the time depends on the initial speed, because the extra force does not scale with $v$.
